\section*{Why inserting S_k does not give the ultrasoft Berry overlap}

\section{What the overlap operator measures}

\textbf{Q.} I am computing a polarization with ultrasoft pseudopotentials. The smooth states $\tilde u_{k}$ are normalized with an overlap operator, $\langle\tilde u_k|S_k|\tilde u_k\rangle=1$. For the Berry phase I need overlaps between neighbouring $k$-points, so I insert the same operator and use $\langle\tilde u_k|S_k|\tilde u_{k+b}\rangle$. As $b\to0$ this becomes the norm, which is correct. Is anything wrong with it?

\textbf{A.} The limit at $b=0$ is right, but a Berry phase is made of the part proportional to $b$. To see what your expression does at that order, write it with Bloch functions $\tilde\psi_k=e^{ik\cdot r}\tilde u_k$. Brackets denote integrals over one cell, chosen to contain the whole augmentation sphere of one atom at $\tau$; several atoms with non-overlapping spheres add their contributions. Let $\beta_i$ be the projectors on this atom and
\begin{equation}
S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|,\qquad
S_k=e^{-ik\cdot r}S\,e^{ik\cdot r}.
\end{equation}
On the right, $e^{ik\cdot r}\tilde u_{k+b}=e^{-ib\cdot r}\tilde\psi_{k+b}$. On the left, the phase turns $\tilde u_k$ into $\tilde\psi_k$. Hence
\begin{equation}
M^{S}(k,b)\equiv\langle\tilde u_k|S_k|\tilde u_{k+b}\rangle
=\langle\tilde\psi_k|S\,e^{-ib\cdot r}|\tilde\psi_{k+b}\rangle .
\label{eq:naive}
\end{equation}
The phase multiplies the smooth function first, and $S$ then augments the product. The physical overlap needs the phase to multiply the all-electron function.

\textbf{Q.} Then what does the physical overlap look like in terms of smooth functions?

\textbf{A.} Inside the sphere take all-electron waves $\phi_i$ and smooth waves $\tilde\phi_i$ that join them at the sphere edge, with $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. Assume completeness: inside the sphere, $\tilde\psi_k$ is a combination of the $\tilde\phi_i$. Projecting with $\beta_i$ gives its coefficients, so
\begin{equation}
\tilde\psi_k=\sum_i\tilde\phi_iP_i(k),\quad
\psi_k=\sum_i\phi_iP_i(k),\quad
P_i(k)=\langle\beta_i|\tilde\psi_k\rangle
\end{equation}
inside, and $\psi_k=\tilde\psi_k$ outside. The all-electron overlap is
\begin{equation}
M(k,b)=\langle u_k|u_{k+b}\rangle
=\langle\psi_k|e^{-ib\cdot r}|\psi_{k+b}\rangle ,
\end{equation}
because $\psi_k^*\psi_{k+b}=e^{ib\cdot r}u_k^*u_{k+b}$. It differs from the smooth overlap only inside the sphere, where the integrands differ by
\begin{equation}
e^{-ib\cdot r}\sum_{ij}P_i^*(k)P_j(k+b)
\left(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right).
\end{equation}
Call the bracket $Q_{ij}(s)$, with $s=r-\tau$, and split $e^{-ib\cdot r}=e^{-ib\cdot\tau}e^{-ib\cdot s}$. With
\begin{equation}
Q_{ij}(b)=\int Q_{ij}(s)\,e^{-ib\cdot s}\,ds,\qquad q_{ij}=Q_{ij}(0),
\end{equation}
integration gives
\begin{equation}
M(k,b)=\langle\tilde u_k|\tilde u_{k+b}\rangle
+e^{-ib\cdot\tau}\sum_{ij}Q_{ij}(b)P_i^*(k)P_j(k+b).
\label{eq:true}
\end{equation}
At $b=0$ this is the norm with $S$. No step required the two states to belong to the same band, so the formula also gives overlaps between bands.

\textbf{Q.} My code stores periodic projectors that depend on $k$. Where do they appear?

\textbf{A.} Define $\beta_i^k(r)=e^{-ik\cdot(r-\tau)}\beta_i(r-\tau)$ in this cell, repeated periodically. Then $P_i(k)=e^{ik\cdot\tau}\langle\beta_i^k|\tilde u_k\rangle$. The atomic phases in Eq.~(\ref{eq:true}) multiply to $e^{-ib\cdot\tau}e^{-ik\cdot\tau}e^{i(k+b)\cdot\tau}=1$, and the augmentation term becomes
\begin{equation}
\sum_{ij}Q_{ij}(b)\,\langle\tilde u_k|\beta_i^k\rangle
\langle\beta_j^{k+b}|\tilde u_{k+b}\rangle .
\end{equation}
Your expression has $q_{ij}$ instead of $Q_{ij}(b)$, and $\beta_j^k$ instead of $\beta_j^{k+b}$. Both replacements matter at first order.

\section{Why a finer mesh does not help}

\textbf{Q.} Both replacements become harmless as $b\to0$. Why does a dense mesh not remove the error?

\textbf{A.} The error per link falls as $b$, while the number of links grows as $1/b$. Take one dimension, with lattice constant $a$, and subtract Eq.~(\ref{eq:true}) from Eq.~(\ref{eq:naive}). The smooth overlaps cancel:
\begin{align}
M^S-M=e^{-ib\tau}\sum_{ij}P_i^*(k)\big[&
q_{ij}\langle\beta_j|e^{-ibs}\tilde\psi_{k+b}\rangle\nonumber\\
&-Q_{ij}(b)\langle\beta_j|\tilde\psi_{k+b}\rangle\big].
\end{align}
Now use $e^{-ibs}=1-ibs+O(b^2)$ and $Q_{ij}(b)=q_{ij}-ib\,d_{ij}+O(b^2)$, where $d_{ij}=\int sQ_{ij}(s)\,ds$ is the dipole of the augmentation density. The terms with $q_{ij}$ alone cancel. What remains already carries a factor $b$, so with phases chosen smoothly in $k$ we may replace $k+b$ by $k$ and $e^{-ib\tau}$ by 1:
\begin{align}
M^S-M&=-ib\,z_k+O(b^2),\qquad z_k=X_k-D_k,\label{eq:z}\\
X_k&=\sum_{ij}q_{ij}P_i^*\langle\beta_j|s\tilde\psi_k\rangle,\qquad
D_k=\sum_{ij}d_{ij}P_i^*P_j .
\end{align}
$D_k$ is the dipole of the augmentation density about the atom. In its place, $S_k$ supplies $X_k$, obtained by projecting the smooth function after multiplication by $s$.

\textbf{Q.} How does $z_k$ enter the Wannier centre?

\textbf{A.} Use $N$ points with spacing $b=2\pi/(Na)$ and $\psi_{k+2\pi/a}=\psi_k$. Choose the phases of the states one after another so that each link has the same phase, $M(k,b)=|M(k,b)|e^{-ib\bar x}$. Their closed product is unaffected by these choices, which fixes
\begin{equation}
\bar x=-\frac{1}{Nb}\,\mathrm{Im}\ln\prod_kM(k,b)
=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_kM(k,b),
\label{eq:centre}
\end{equation}
up to a multiple of $a$. Form $w=N^{-1}\sum_k\psi_k$. Over $N$ cells, $e^{-ibx}$ connects $\psi_k$ with $\psi_{k+b}$ alone, with matrix element $NM(k,b)$. Therefore
\begin{equation}
\langle w|e^{-ibx}|w\rangle=\frac1N\sum_kM(k,b)
=e^{-ib\bar x}\,\frac1N\sum_k|M(k,b)| .
\label{eq:w}
\end{equation}
For a localized $w$ and small $b$, the phase of the left side is $-b$ times the mean position. Thus $\bar x$ is the centre of the Wannier function.

Since $M=1+O(b)$ for smooth phases, Eq.~(\ref{eq:z}) gives $\ln M^S=\ln M-ibz_k+O(b^2)$. Insert this in Eq.~(\ref{eq:centre}):
\begin{equation}
\bar x^S-\bar x=\frac{1}{Nb}\sum_kb\,\mathrm{Re}\,z_k+O(b)
\;\longrightarrow\;\overline{\mathrm{Re}\,z_k},
\label{eq:limit}
\end{equation}
where the bar is the average over the zone. A dense mesh converges to a displaced centre unless this average vanishes.

\textbf{Q.} When does it vanish?

\textbf{A.} One case is a non-degenerate band with inversion symmetry about the atom and waves and projectors of definite parity $p_i=\pm1$. Then $\tilde\psi_{-k}(s)=c\,\tilde\psi_k(-s)$ with $|c|=1$, so $P_i(-k)=c\,p_iP_i(k)$. The extra factor $s$ gives $\langle\beta_j|s\tilde\psi_{-k}\rangle=-c\,p_j\langle\beta_j|s\tilde\psi_k\rangle$. Parity leaves $q_{ij}$ non-zero only for $p_ip_j=1$, and $d_{ij}$ only for $p_ip_j=-1$. Hence $X_{-k}=-X_k$ and $D_{-k}=-D_k$, and the average is zero. A test on such a crystal would not reveal the mistake in the centre.

\section{Two partial repairs}

\textbf{Q.} My formula treats $k$ and $k+b$ unequally. Would the average of $S_k$ and $S_{k+b}$ repair it?

\textbf{A.} It repairs the modulus at first order, but not the phase. The overlap with $S_{k+b}$ is the complex conjugate of your recipe started at $k+b$ with step $-b$. Its error is therefore $(+ib\,z_{k+b})^*=-ib\,z_k^*+O(b^2)$. The average has error
\begin{equation}
-\frac{ib}{2}(z_k+z_k^*)=-ib\,\mathrm{Re}\,z_k ,
\end{equation}
which leaves the limiting error in Eq.~(\ref{eq:limit}) unchanged.

For the modulus, $\langle u_k|u_k\rangle=1$ implies $\mathrm{Re}\langle u_k|\partial_ku_k\rangle=0$, so $|M|=1+O(b^2)$. With $S_k$ alone, $|M^S|=1+b\,\mathrm{Im}\,z_k+O(b^2)$. Averaging removes this false linear term.

\textbf{Q.} Suppose I put the projectors at both $k$-points but keep the constants $q_{ij}$.

\textbf{A.} Then the error is
\begin{equation}
e^{-ib\tau}\sum_{ij}[q_{ij}-Q_{ij}(b)]P_i^*(k)P_j(k+b)
=ib\,D_k+O(b^2).
\end{equation}
Comparison with $-ibz_k$ shows that $z_k$ is replaced by $-D_k$. The limiting centre error is $-\overline{D_k}$: the augmentation charge is present, but its dipole about the atom is missing.

\section{A crystal where the errors can be measured}

\textbf{Q.} How large are these effects in a model where the all-electron overlap can be computed directly?

\textbf{A.} Take a one-dimensional model with $a=4.5$ bohr and an atom at $\tau=0.7$ bohr with sphere radius 1.1 bohr. Each well has the form $-V[1-(y/h)^2]^4$ for $|y|<h$, where $y$ is measured from its centre, and is zero beyond. The atom has $V=3$ Ha and $h=1$ bohr. A neighbouring well with $V=3$ Ha and $h=0.7$ bohr lies 1.85 bohr to its right, outside the sphere, and breaks the inversion symmetry.

One even and one odd wave, both at $E=-1.263$ Ha, describe the sphere. Their smooth partners are polynomials of the same parity that match the value and the first three derivatives at the sphere edge, and the projectors are the dual combinations of $(E+\frac12\,d^2/ds^2)\tilde\phi_i$ inside the sphere. The all-electron states are variational solutions in a basis with continuous value and slope whose sphere part consists of these waves. Completeness thus holds by the choice of basis. Between the spheres the basis consists of polynomials up to degree 15; the absolute centres change in the fourth decimal with this degree, while the differences between recipes keep the values quoted below. The reference is all-electron within this basis, not the full solution of the crystal. Absolute centres and their changes carry a basis error larger than the differences between recipes: a converged plane-wave solution of the same potential puts the centre at 0.9094 bohr at $N=64$, 0.0039 bohr below the value in this basis; those differences, taken with the same states, are what the example measures. The lowest band runs from $-1.289$ Ha at $k=0$ to $-1.237$ Ha at $k=\pi/a$, and its augmentation charge is 0.235 $e$ per electron.

The centres, in bohr, are:
\begin{center}
\begin{tabular}{lcc}
Recipe & $N=4$ & $N=64$\\
\hline
all-electron & 0.90565 & 0.91332\\
Eq.~(\ref{eq:true}) & 0.90565 & 0.91332\\
$S_k$ & 0.90718 & 0.91462\\
constant $q_{ij}$ & 0.90360 & 0.91157
\end{tabular}
\end{center}
The first two rows share the same mesh error; the program tests their agreement link by link. A Wannier function built in real space from the all-electron states has its centre at 0.91335 bohr.

With $S_k$ the error is $0.90718-0.90565=0.00153$ bohr at $N=4$ and still $0.914615-0.913322=0.00129$ bohr at $N=64$. Extrapolation to an infinitely fine mesh also gives 0.00129 bohr, equal to the computed $\overline{\mathrm{Re}\,z_k}$ at this precision. This is about 0.6\% of the distance $0.913-0.700=0.213$ bohr between centre and atom. For two electrons of charge $-e$ the dipole error per cell is $-2\times0.00129=-0.0026$ $e\,$bohr.

\textbf{Q.} The constant-$q_{ij}$ recipe, which corrects one of my two mistakes, is further from the truth than mine.

\textbf{A.} With these projectors it is; since $X_k$ depends on them, the ranking is not general. Its limiting error is $-0.00175$ bohr, so $\overline{D_k}=0.00175$ bohr. From $z_k=X_k-D_k$,
\begin{equation}
\overline{\mathrm{Re}\,X_k}=0.00129+0.00175=0.00304\ \mathrm{bohr}.
\end{equation}
Your recipe replaces a dipole contribution of 0.00175 bohr by one of 0.00304 bohr; the constant-$q_{ij}$ recipe replaces it by zero. The smaller error comes from a partial cancellation, and $X_k$ is no controlled approximation to $D_k$. It even depends on the shape of the projectors. A second set, built from the $\tilde\phi_i$ times the window $(1-s^2/r_c^2)^2$, with $r_c$ the sphere radius, and also satisfying $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$, leaves Eq.~(\ref{eq:true}) unchanged but moves the $S_k$ centre at $N=64$ from 0.91462 to 0.91415 bohr.

\textbf{Q.} Why does the correct formula not notice the change of projectors?

\textbf{A.} It applies $\beta_j$ to $\tilde\psi_{k+b}$, which lies in the span of the $\tilde\phi_i$ inside the sphere, so duality fixes the result. Your formula applies $\beta_j$ to $e^{-ibs}\tilde\psi_{k+b}$, which generally lies outside that span. There, duality does not determine the projection.

\textbf{Q.} Polarization is measured through changes. Does the error cancel in a difference?

\textbf{A.} Only in part. Moving the neighbouring well 0.1 bohr further to the right, with the sphere waves kept fixed, changes the all-electron centre in this basis by $-0.03802$ bohr at $N=64$. This reference is specific to the basis: it moves by about $-0.0003$ bohr when the polynomial degree is raised to 60, and the full solution of the crystal gives $-0.0484$ bohr, so two fixed waves miss about 0.010 bohr of the response, far more than the recipes differ. With $S_k$ the change is $-0.03836$ bohr, too large in magnitude by 0.00034 bohr, or 0.9\% of this reference change. With constant $q_{ij}$ it is $-0.03755$ bohr, too small by 1.2\%. The coefficients $P_i$ change with the structure, so $z_k$ need not stay constant.

\textbf{Q.} Is the Wannier spread affected as well?

\textbf{A.} Yes. For small $b$, the modulus of the left side of Eq.~(\ref{eq:w}) is $1-b^2\sigma^2/2$ to second order, where $\sigma^2$ is the spread of $w$. Since $1-|M|^2=2(1-|M|)$ up to order $b^4$,
\begin{equation}
\sigma^2\simeq\frac{1}{Nb^2}\sum_k\left(1-|M(k,b)|^2\right).
\end{equation}
At $N=64$ the correct overlaps give 0.623 bohr$^2$ in this basis, as does the real-space function; the full solution of the crystal gives 0.627 bohr$^2$. $S_k$ and the averaged operator both give 0.637 bohr$^2$, and constant $q_{ij}$ gives 0.605 bohr$^2$. The linear term $b\,\mathrm{Im}\,z_k$ of $|M^S|$ would add $-2\,\overline{\mathrm{Im}\,z_k}/b$ to the estimate, but here it cancels in the sum: the potential, waves and projectors are real, so $\tilde\psi_{-k}=\tilde\psi_k^*$ up to a phase, $X_{-k}=X_k^*$, $D_k$ is real, and $\mathrm{Im}\,z_k$ is odd in $k$. The spread then depends on the second order, which removing the linear error of $|M|$ does not repair.

\textbf{Q.} So I should keep $S_k$ for norms at one $k$-point and use Eq.~(\ref{eq:true}) between $k$-points. What limits remain?

\textbf{A.} Equation~(\ref{eq:true}) equals the all-electron overlap under the completeness assumption. If $\tilde\psi_k$ has a part outside the span of the smooth waves, the formula is the ultrasoft approximation to that overlap, and its quality depends on the partial waves supplied. The example does not measure that error, because its basis excludes it. The numerical check covers the identity, the limiting errors and, at one $k$-point, the slopes of $|M|$ within this model.

\section*{Numbers as computed}
\begin{verbatim}
cell length 4.5 bohr, atom at 0.7 bohr, sphere radius 1.1 bohr
atom well: depth 3.0 Ha, half-width 1.0 bohr
neighbour well: depth 3.0 Ha, half-width 0.7 bohr,
  placed 1.85 bohr to the right of the atom
reference energy of the sphere waves: -1.26271 Ha
band energy at k = 0: -1.28854 Ha
band energy at k = pi/a: -1.23688 Ha
Wannier centre (bohr) against number of k-points N
  N  all-electron ultrasoft  S_k     averaged-S constant-q
  4   0.905652   0.905652   0.907179   0.907179   0.903598
  8   0.911377   0.911377   0.912728   0.912728   0.909550
 16   0.912856   0.912856   0.914163   0.914163   0.911088
 32   0.913229   0.913229   0.914524   0.914524   0.911475
 64   0.913322   0.913322   0.914615   0.914615   0.911572
mean augmentation charge per electron: 0.23502 e
centre error for an infinitely fine mesh (bohr):
  S_k, extrapolated 0.001291, formula 0.001291
  averaged S, extrapolated 0.001291
  constant q, extrapolated -0.001749, formula -0.001749
dipole error per cell, 2 electrons, S_k: -0.002583 e bohr
window projectors, N = 64: ultrasoft centre 0.913322 bohr,
  S_k centre 0.914152 bohr
slope d|M|/db at b = 0, k = pi/(2a) (bohr):
  ultrasoft -0.000000, averaged S -0.000001
  S_k 0.001391, formula 0.001391
real-space Wannier centre 0.913353 bohr
real-space Wannier spread 0.62312 bohr^2
spread from overlaps, N = 64 (bohr^2):
  ultrasoft 0.62292, S_k 0.63737
  averaged S 0.63738, constant q 0.60527
centre change when the neighbour moves by 0.1 bohr (bohr):
  all-electron -0.038017, ultrasoft -0.038017
  S_k -0.038361, constant q -0.037552
\end{verbatim}
